# Streaming-limit drift velocity of a parabolic carrier emitting optical phonons

A carrier with an effective mass of 0.20 electron masses, starting from rest in a field of 0.05 MV/cm, reaches a kinetic energy of 92 meV after 91.5 fs. Its speed is then $4.02\times10^7$ cm/s. If it loses all of that energy at once to an optical phonon of 92 meV and starts again, its average velocity is $2.01\times10^7$ cm/s. In a field twice as strong it accelerates twice as fast, yet its average velocity is still $2.01\times10^7$ cm/s. Why does the field drop out, and how closely can a carrier in a real channel follow this cycle?

Let the carrier move in a plane, in a band with isotropic mass $m$ and its minimum at zero momentum. A uniform field of magnitude $F$ exerts a force $eF$ with $e>0$. The $x$ axis points along the force, so that the drift velocity $v_d$ is positive for electrons and holes alike. The optical phonon has energy $\hbar\omega$, independent of its wavevector. Three idealizations define the streaming limit: nothing scatters the carrier while its kinetic energy is below $\hbar\omega$, emission follows at the instant the energy reaches $\hbar\omega$, and the final state is empty.

The threshold speed $v_0$ follows from the kinetic energy:

$$
\frac{1}{2}mv_0^2=\hbar\omega,\qquad v_0=\sqrt{\frac{2\hbar\omega}{m}} .
$$

At emission the carrier gives up $\hbar\omega$, which is all the kinetic energy it has. Its momentum afterwards is therefore zero, because the band has no other state of zero energy. The phonon takes up the momentum $mv_0$. The angular preference of the coupling plays no part, since a state of zero momentum has no direction. Each cycle thus begins as the first one did.

During a flight $m\,dv/dt=eF$, so $v=eFt/m$. Setting $v=v_0$ gives the flight time, and the work done by the force gives the flight length:

$$
t_0=\frac{mv_0}{eF},\qquad eFL_0=\hbar\omega\;\Rightarrow\; L_0=\frac{\hbar\omega}{eF}.
$$

The drift velocity is the distance covered in one cycle divided by its duration:

$$
v_d=\frac{L_0}{t_0}=\frac{\hbar\omega}{mv_0}=\frac{mv_0^2/2}{mv_0}=\frac{v_0}{2}=\sqrt{\frac{\hbar\omega}{2m}} .
$$

Both $L_0$ and $t_0$ are proportional to $1/F$, and this is why the field cancels. A stronger field makes the cycle shorter in space and in time by the same factor, and the carrier runs through the same set of velocities.

For the numbers above it is convenient to use the rest energy of the electron, 511 keV, so that $mc^2=0.20\times511=102.2$ keV. Then

$$
v_0=c\sqrt{\frac{2\times0.092}{102200}}=4.02\times10^{7}\ \text{cm/s},\qquad v_d=2.01\times10^{7}\ \text{cm/s}=2.01\times10^5\ \text{m/s}.
$$

The flight length is 0.092 V divided by 0.05 MV/cm, or 18.4 nm, and $t_0=2L_0/v_0=91.5$ fs.

The same result can be read from the distribution of many carriers with unrelated phases. Let $g(p)\,dp$ be the fraction with momentum along the force between $p$ and $p+dp$. Between the ends of the flight there are no collisions, so the steady Boltzmann equation reduces to

$$
eF\,\frac{dg}{dp}=0,\qquad g(p)=\frac{1}{p_0}\quad(0<p<p_0),\qquad p_0=mv_0 .
$$

The constant is fixed by normalization. Carriers removed at $p_0$ reappear at $p=0$, which keeps the flow steady. The averages are

$$
\langle v\rangle=\int_0^{p_0}\frac{p}{m}\frac{dp}{p_0}=\frac{v_0}{2},\qquad
\langle E\rangle=\int_0^{p_0}\frac{p^2}{2m}\frac{dp}{p_0}=\frac{p_0^2}{6m}=\frac{\hbar\omega}{3}.
$$

In the example the mean energy is 30.7 meV. A carrier having this energy would move at $v_0/\sqrt3=0.58\,v_0$, faster than the drift velocity, because the mean of the square exceeds the square of the mean. The distribution is a needle along the force, far from a slightly shifted thermal one, and a carrier temperature would describe it poorly.

Energy balance gives a third view. One phonon is emitted per flight, so the field must supply

$$
eFv_d=\frac{\hbar\omega}{t_0},
$$

which is 161 nW per carrier in the example. The power rises in proportion to the field although the velocity does not, because phonons are emitted more often.

This argument does not need a parabolic band. For any isotropic band whose energy rises steadily from zero at wavevector $k=0$, let $E(k_0)=\hbar\omega$. With $\hbar\,dk/dt=eF$ and $v=\hbar^{-1}dE/dk$,

$$
v_d=\frac{1}{t_0}\int_0^{t_0}v\,dt=\frac{eF}{\hbar k_0}\int_0^{k_0}\frac{1}{\hbar}\frac{dE}{dk}\,\frac{\hbar\,dk}{eF}=\frac{\hbar\omega}{\hbar k_0}=\frac{\omega}{k_0}.
$$

Suppose that the band bends away from the parabola as $E(1+\alpha E)=\hbar^2k^2/2m$. Then $\hbar k_0=\sqrt{2m\hbar\omega(1+\alpha\hbar\omega)}$, and the parabolic result is multiplied by $1/\sqrt{1+\alpha\hbar\omega}$. For $\alpha=0.2$ per eV the factor is $1/\sqrt{1.0184}=0.991$, a reduction of 0.9 percent. This counts energy from the band edge. In a quantum well whose lowest level lies $E_1$ above that edge, the factor becomes $1/\sqrt{1+2\alpha E_1+\alpha\hbar\omega}$. For $E_1=0.20$ eV, as in the 3 nm hard-walled well considered below, it is 0.954, a reduction of 4.6 percent.

Immediate emission is a more delicate assumption. Let emission above threshold have a constant rate $1/\tau_e$, and define

$$
s=\frac{\tau_e}{t_0}\ll1 .
$$

The carrier now overshoots the threshold and keeps some energy after emission. The effect on the drift velocity can be found to first order in $s$ from the balance of momentum and energy over a cycle, now taken from one emission to the next.

Let the momentum just after an emission be $\mathbf p'$, with components $p'_x$ and $p_y$. The force leaves $p_y$ unchanged during the flight, so threshold is reached at $p_x=\sqrt{p_0^2-p_y^2}$. The carrier then survives for a random time $u$ with mean $\tau_e$ and gains the further momentum $eFu$. Since $p_0=eFt_0$, the mean gain is $eF\tau_e=sp_0$. The excess of $p^2$ over $p_0^2$ at emission is

$$
\left(\sqrt{p_0^2-p_y^2}+eFu\right)^2+p_y^2-p_0^2\simeq2p_0\,eFu ,
$$

where terms of second order in $s$ have been dropped. Emission removes $\hbar\omega=p_0^2/2m$, so this excess is the square of the momentum that remains:

$$
\langle p'^2\rangle=2s\,p_0^2 .
$$

The remaining momentum is thus of order $\sqrt s$, much larger than the overshoot in momentum, which is of order $s$. If its direction is random, half of the square belongs to each axis, and $\langle p_y^2\rangle=sp_0^2$. The mean forward momentum at the next emission is then

$$
\langle p_x\rangle_{\rm before}=p_0-\frac{\langle p_y^2\rangle}{2p_0}+sp_0=p_0\left(1+\frac{s}{2}\right).
$$

The sideways motion brings the carrier to threshold a little early, and the delay in emission adds twice as much as this takes away.

The direction after emission depends on the coupling. Let the probability of a final direction be proportional to $q^{-\nu}$, where $\hbar q$ is the momentum given to the phonon. The value $\nu=0$ means isotropic emission, while $\nu=1$ represents polar coupling in a layer thin compared with $1/q$. If $\varphi$ is the angle between the momentum $p$ before and $p'$ after emission, then

$$
(\hbar q)^2=p^2+p'^2-2pp'\cos\varphi,\qquad
q^{-\nu}\propto1+\nu\frac{p'}{p}\cos\varphi
$$

to first order in $p'/p$. Since $\cos^2\varphi$ averages to one half over all angles, $\langle\cos\varphi\rangle=\nu p'/(2p_0)$ at given $p'$. The mean forward momentum kept is

$$
\langle p_x\rangle_{\rm after}=\frac{\nu\langle p'^2\rangle}{2p_0}=\nu s\,p_0 .
$$

The preference for forward directions changes $\langle p_y^2\rangle$ at higher order only. So does the slight tilt of the incoming momentum away from the $x$ axis.

In a steady state, the impulse of the force over a cycle of mean duration $\langle T\rangle$ equals the forward momentum lost at emission:

$$
eF\langle T\rangle=\langle p_x\rangle_{\rm before}-\langle p_x\rangle_{\rm after}=p_0\left[1+\left(\tfrac12-\nu\right)s\right].
$$

The work done over a cycle equals one phonon energy on average, $eFv_d\langle T\rangle=\hbar\omega$. Dividing, and using $\hbar\omega/p_0=v_0/2$, we obtain

$$
v_d=\frac{v_0}{2}\left[1+\left(\nu-\tfrac12\right)s\right]+O(s^2).
$$

The sign of the correction therefore depends on the angular pattern. Isotropic emission lowers the velocity, since the carrier must regain on average all of its forward momentum. For $\nu=1$ part of that momentum is kept, cycles become shorter and the velocity rises. The streaming value is a limit for small $s$ and not an upper bound.

A Monte Carlo simulation in the plane supports both slopes. It follows 8000 classical carriers through random free flights and collisions, using the force, the constant rate and the angular weight, and it averages over 40 flight times after a settling period. At $s=0.02$ the formula gives $v_d/(v_0/2)=0.990$ for $\nu=0$ and 1.010 for $\nu=1$. The simulation gives 0.990 and 1.010.

The example has $\tau_e=10$ fs, so $s=10/91.5=0.109$. First order then predicts 0.945 for $\nu=0$ and 1.055 for $\nu=1$, while the simulation gives 0.964 and 1.052. Higher orders are visible in the isotropic case, but for these two angular patterns slow emission alone moves the velocity by only about 5 percent or less.

Collisions below threshold set the opposite limit on the flight time. If $\tau_s$ is the mean time between them, streaming requires $\tau_e\ll t_0\ll\tau_s$, or, with $t_0=mv_0/(eF)$,

$$
\frac{mv_0}{e\tau_s}\ll F\ll\frac{mv_0}{e\tau_e}.
$$

Let elastic collisions occur every 300 fs and send the carrier in a random direction. At 300 K the thermal phonon occupation is $N=1/(e^{\hbar\omega/k_BT}-1)=0.029$. Absorption is proportional to $N$ and emission to $N+1$, so with the same constant coupling the absorption time is $\tau_e(N+1)/N=351$ fs. Adding the two rates gives $\tau_s=(1/300+1/351)^{-1}=162$ fs. Since $mv_0/e=Ft_0$, the lower edge of the window is $0.05\times91.5/162=0.028$ MV/cm, and the upper edge is $0.05\times91.5/10=0.46$ MV/cm. The edges differ by a factor of 16, which leaves little room for two strong inequalities, and the chosen field is less than twice the lower edge.

The simulation shows the cost. With $\nu=1$ and the field held at 0.05 MV/cm, the velocity in units of $v_0/2$ is 1.052 for slow emission alone. It becomes 0.933 when absorption is added, 0.936 when elastic collisions are added instead, and 0.836 with both. The last value corresponds to $1.68\times10^7$ cm/s, 16 percent below the streaming limit. Energy balance gives the meaning of this number. Elastic collisions exchange no energy, so $eFv_d$ still equals $\hbar\omega$ times the net rate of emission, that is, emission minus absorption. A ratio of 0.836 means one net phonon per $91.5/0.836=109$ fs instead of one per 91.5 fs. The mean energy has meanwhile risen from 30.7 to 47 meV: the carriers are hotter and slower than in the ideal cycle. The two changes have different causes. Slow emission alone already gives about 47 meV, while the other collisions with nearly immediate emission leave the mean energy at 31 meV and lower the velocity to about 0.81.

With all the scattering times held fixed, the simulated velocity is 1.23, 1.68 and 2.06 in units of $10^7$ cm/s at 0.02, 0.05 and 0.10 MV/cm. There is no plateau in this range. The lowest field lies below the window, with a flight time of 229 fs against $\tau_s=162$ fs. At the highest field the velocity exceeds the streaming limit by about 2 percent. This is possible because forward-directed slow emission raises the velocity while the other collisions lower it. At 0.10 MV/cm slow emission alone gives about 1.15 in units of $v_0/2$, and the other collisions with nearly immediate emission give about 0.90, so two shifts of 10 to 15 percent nearly cancel. Agreement with $v_0/2$ at a single field is thus no proof of streaming. Nor should the result be extended to much higher fields. Once $t_0$ is no longer long compared with $\tau_e$, emission at a constant rate may fail to hold the carriers near the threshold, and in this model their energy can run away. With $\nu=1$ and all collisions the mean energy already stops settling at 0.15 to 0.2 MV/cm, well below the upper edge of 0.46 MV/cm. A preference for forward directions makes this easier, because less momentum is lost at each emission.

The mass, phonon energy and band bending are rough values for gallium nitride, and the model channel is a 3 nm quantum well of that material near pinch-off. The scattering times are rough as well, and the constant rates make the simulation an estimate of size, not a prediction for a device. The choice $\nu=1$ is a further idealization. With $k_0=p_0/\hbar=0.70$ nm$^{-1}$, the product of $k_0$ and the well width is about 2, so the well is not thin compared with $1/q$. Its polar coupling favours forward directions more strongly than $\nu=1$ does: for bulk phonons and a hard-walled ground state the effective $\nu$ near $k_0$ is about 1.3, which raises the ratio 0.836 to about 0.87. The constant rate is also an idealization, since a coupling that falls with $q$ makes the total rate fall with energy, to about 0.8 of its threshold value at $2\hbar\omega$. At 0.05 MV/cm this moves the ratio further, to about 0.89. At 0.10 MV/cm it is enough, in a single parabolic subband, to let the carriers run away. The density, $10^{10}$ cm$^{-2}$, is far below that of a conducting gallium nitride channel, which is roughly $10^{13}$ cm$^{-2}$. The low value keeps the final states empty: the Fermi energy at zero temperature, $\pi\hbar^2n/m$ for density $n$ and two spins, is 0.12 meV. It is proportional to $n$, so at $10^{13}$ cm$^{-2}$ it would be about 120 meV, more than the phonon energy, and the single-carrier cycle would no longer apply. For the dilute channel at room temperature, the assumption that fails most clearly among those simulated is collisionless flight, and the model puts the resulting shift, together with that of slow emission, at the 16 percent found above.

Emitted phonons may also be reabsorbed. Their occupation is roughly the number emitted per area during a phonon lifetime, divided by the number of modes per area that receive them. With a lifetime of 1 ps, and the spread of phonon wavevectors taken from the simulation, this gives 0.021 as an average. Emission is concentrated in part of that spread: weighted by emission the occupation is about 0.035, and at its peak about 0.09, while the modes from which carriers absorb see about 0.014. The average is small compared with one but comparable to the thermal value of 0.029, so absorption from the modes concerned could rise noticeably. The estimate grows in proportion to the density.

Other limits are less pressing here. The field is 1.7 percent of a rough breakdown field of 3 MV/cm. The second subband of a well with hard walls lies $3\pi^2\hbar^2/(2mL^2)=627$ meV above the first for a width $L=3$ nm. The highest energy sampled in the simulation at 0.05 MV/cm with all collisions included was 598 meV. Such a maximum grows with the length of the run, so rare carriers can pass the second subband. The real spacing is smaller: band bending with $\alpha=0.2$ per eV brings it to about 530 meV, and walls of 0.4 to 2 eV give roughly 240 to 420 meV. In the constant-rate model carriers spend at most about 0.2 percent of the time above these levels at 0.05 MV/cm, and up to 3 percent at 0.10 MV/cm. The mean energy at 0.05 MV/cm is far below all of them.

The most basic limit concerns the word "immediately". A state that decays in a time $\tau_e$ has an energy uncertainty of order $\hbar/\tau_e$, which is 66 meV for 10 fs. This is not small beside 92 meV. Shortening $\tau_e$ brings the classical cycle closer to its ideal form but blurs the threshold on which the cycle rests. A consistent classical picture therefore needs $1/\omega\ll\tau_e\ll t_0$, and the example meets the first of these conditions poorly. The simulation uses a sharp threshold and cannot say how far the blurring moves the velocity. For the model channel, $\sqrt{\hbar\omega/2m}$ gives the size of the velocity, to within about 20 percent, near 0.05 MV/cm. At 0.10 MV/cm the agreement rests on the constant emission rate and should not be carried over to a real channel.
